# Pauli-Limited Superconductivity: First-Order Limit, Fulde-Ferrell Instability and Tricritical Point

Suppose a spin field acts on a superconductor and we ask at what field pairing disappears. Two plausible arguments give two wrong answers. At zero temperature the gap stays at its zero-field value $\Delta_0$ until the field can break a pair at the gap edge, which suggests a critical field $\Delta_0$. Starting from the normal state and lowering the field, one finds an instability towards a uniform gap at $\Delta_0/2$. Among states with a uniform gap, these two fields are limits of metastability, and neither compares energies. Comparing energies gives $\Delta_0/\sqrt2$, but even that is not the end of pairing: a normal state that has won against every uniform gap can still be unstable to pairs that carry momentum.

Consider a clean metal with a spherical Fermi surface in three dimensions and a weak contact attraction $g$ between opposite spins. The field shifts the two chemical potentials to $\mu\pm h$ and does nothing else: orbital effects, spin-orbit coupling and Hartree shifts are left out. We compare phases at fixed $\mu$ and $h$, in mean-field theory, with $\hbar=k_B=1$. Let $\xi$ be the band energy measured from $\mu$, and $N_0$ the density of states per spin and volume, taken constant for $|\xi|<\Lambda$, where the attraction acts. The cutoff $\Lambda$ is much larger than $\Delta_0$, $h$ and the temperature $T$.

With a real uniform gap $\Delta$, the mean-field Hamiltonian splits into blocks, one for each pair of states $(\mathbf k\uparrow,-\mathbf k\downarrow)$. The two singly occupied states have energies $\xi\mp h$. The empty and doubly occupied states, with energies $0$ and $2\xi$, are mixed by the matrix element $-\Delta$ and give $\xi\pm E$, where $E=\sqrt{\xi^2+\Delta^2}$. The partition function of the block is

$$
Z_{\mathbf k}=e^{-\xi/T}\left(e^{E/T}+e^{-E/T}+e^{h/T}+e^{-h/T}\right)
=e^{-(\xi-E)/T}\left(1+e^{-(E-h)/T}\right)\left(1+e^{-(E+h)/T}\right).
$$

Adding the mean-field constant $\Delta^2/g$, the grand potential per volume is

$$
\Omega=\frac{\Delta^2}{g}+N_0\int_{-\Lambda}^{\Lambda}d\xi\left[\xi-E-T\sum_{\pm}\ln\left(1+e^{-(E\pm h)/T}\right)\right].
$$

Since $\partial E/\partial\Delta^2=1/(2E)$ and the integrand of the derivative is even in $\xi$,

$$
\frac1{N_0}\frac{\partial\Omega}{\partial\Delta^2}=\frac1{gN_0}-\int_0^\Lambda d\xi\,\frac{1-f(E-h)-f(E+h)}{E},
\tag{1}
$$

with $f$ the Fermi function. Setting this to zero at $T=h=0$ defines $\Delta_0$ through $1/(gN_0)=\operatorname{arsinh}(\Lambda/\Delta_0)\simeq\ln(2\Lambda/\Delta_0)$.

**The uniform state at zero temperature.** Measure $\Omega$ from the normal state at $h=0$, which replaces $\xi-E$ by $|\xi|-E$. The field-independent part is then $\Delta^2/g$ plus $N_0$ times

$$
2\int_0^\Lambda(\xi-E)\,d\xi=\Lambda^2-\Lambda\sqrt{\Lambda^2+\Delta^2}-\Delta^2\operatorname{arsinh}\frac{\Lambda}{\Delta}
\simeq-\frac{\Delta^2}{2}-\Delta^2\ln\frac{2\Lambda}{\Delta}.
$$

The cutoff cancels, leaving $N_0[\Delta^2\ln(\Delta/\Delta_0)-\Delta^2/2]$. For $\Delta>h$ every excitation costs energy, and this is the whole potential. For $\Delta<h$ the excitations with $E<h$ are filled and add $-2N_0\int_0^u(h-E)\,d\xi$, with $u=\sqrt{h^2-\Delta^2}$. At $\Delta=0$ this contribution is $-N_0h^2$, the energy the normal metal gains by magnetizing. Subtracting it, the difference $D=(\Omega-\Omega_N)/N_0$ from the normal state at the same field is

$$
D=\Delta^2\ln\frac{\Delta}{\Delta_0}-\frac{\Delta^2}{2}+h^2\qquad(\Delta>h).
$$

For $\Delta<h$ we need $\int_0^uE\,d\xi=\tfrac12\left[uh+\Delta^2\ln\frac{u+h}{\Delta}\right]$, where $E(u)=h$ was used. Hence

$$
D=\Delta^2\ln\frac{h+u}{\Delta_0}-\frac{\Delta^2}{2}-hu+h^2\qquad(\Delta<h).
$$

The slopes follow most easily from (1). For $\Delta<h$ the integral starts at $u$, so

$$
\frac{\partial D}{\partial\Delta^2}=\ln\frac{h+u}{\Delta_0}\quad(\Delta<h),\qquad
\frac{\partial D}{\partial\Delta^2}=\ln\frac{\Delta}{\Delta_0}\quad(\Delta>h).
$$

Take $\Delta_0/2<h<\Delta_0$. The first slope is positive at $\Delta=0$, where it equals $\ln(2h/\Delta_0)$, and it falls as $\Delta$ grows. It vanishes at $u=\Delta_0-h$, that is, at $\Delta^2=\Delta_0(2h-\Delta_0)$, which is therefore a maximum. Inserting this value, where the logarithm is zero, gives

$$
D_{\max}=-\tfrac12\Delta_0(2h-\Delta_0)-h(\Delta_0-h)+h^2=2\left(h-\tfrac12\Delta_0\right)^2 .
$$

The second slope changes from negative to positive at $\Delta=\Delta_0$, a minimum. The two competing minima are thus $\Delta=0$ and $\Delta=\Delta_0$, and their difference is

$$
\Omega_S-\Omega_N=N_0\left(h^2-\frac{\Delta_0^2}{2}\right)
\quad\Longrightarrow\quad h_1=\frac{\Delta_0}{\sqrt2}.
\tag{2}
$$

This is the Clogston-Chandrasekhar limit: the magnetic energy of the normal metal has caught up with the condensation energy. The transition is first order. At $h_1$ a barrier of $0.0858\,N_0\Delta_0^2$, at a gap of $0.644\,\Delta_0$, separates the phases. The two fields of the opening paragraph are where one minimum or the other ceases to exist.

**Pairs with momentum.** Now let the gap be $\Delta e^{i\mathbf q\cdot\mathbf r}$, which pairs $\mathbf k+\mathbf q/2\uparrow$ with $-\mathbf k+\mathbf q/2\downarrow$. Near the Fermi surface, with velocity $\mathbf v$ at $\mathbf k$ and $-\mathbf v$ at $-\mathbf k$, their energies are

$$
\xi+\tfrac12\mathbf v\cdot\mathbf q-h,\qquad \xi-\tfrac12\mathbf v\cdot\mathbf q+h .
$$

Terms of order $q^2$ have been dropped; for $v_Fq\sim\Delta_0$ they are smaller than $\Delta_0$ by a factor of order $\Delta_0/\mu$. Each block is the earlier one with $h$ replaced by $h-\tfrac12\mathbf v\cdot\mathbf q$. Define $b=v_Fq/2$ and let $x$ be the cosine of the angle between $\mathbf v$ and $-\mathbf q$. The effective field is $H=h+bx$, and $\langle\cdots\rangle=\tfrac12\int_{-1}^1dx$ averages over the Fermi surface. Momentum therefore lets the pair reduce the mismatch on one side of the Fermi surface, at the price of increasing it on the other.

The coefficient of $N_0\Delta^2$ in the potential of a weak pair wave is (1) at $\Delta\to0$, averaged over direction:

$$
A(q)=\frac1{gN_0}-\left\langle\int_0^\Lambda\frac{d\xi}{\xi}\,\bigl[1-f(\xi-H)-f(\xi+H)\bigr]\right\rangle .
\tag{3}
$$

If $A(q)<0$ for some $q$, a small wave lowers the energy of the normal state. At $T=0$ the bracket is zero for $\xi<|H|$ and one above, so the integral is $\ln(\Lambda/|H|)$ and

$$
A(q)=\left\langle\ln\frac{2|h+bx|}{\Delta_0}\right\rangle=\ln\frac{2h}{\Delta_0}+F(s),\qquad s=\frac bh .
$$

With $w=1+sx$ and the antiderivative $w\ln|w|-w$,

$$
F(s)=\frac1{2s}\int_{1-s}^{1+s}\ln|w|\,dw=\frac{G(s)}{2s}-1,\qquad
G=(1+s)\ln(1+s)+(s-1)\ln|s-1| .
$$

The condition $A=0$ gives $h=\tfrac12\Delta_0e^{-F(s)}$. As the field is lowered, the first instability is at the smallest $F$. Since $G'=\ln(1+s)+\ln|s-1|+2$,

$$
F'(s)=\frac{sG'-G}{2s^2}=\frac1{2s^2}\left[2s-\ln\frac{s+1}{|s-1|}\right].
$$

For $s<1$ the logarithm is $2\operatorname{artanh}s>2s$, so $F$ falls. For $s>1$ it is $2\operatorname{arcoth}s$, which decreases from infinity to zero while $2s$ grows. There is one zero, and it is the global minimum:

$$
s=\coth s,\qquad s=1.19968 .
$$

There $G=sG'$, so $F=\tfrac12G'-1=\tfrac12\ln(s^2-1)$. Because $\coth^2s-1=1/\sinh^2s$,

$$
h_{FF}=\frac{\Delta_0}{2\sqrt{s^2-1}}=\frac{\Delta_0}{2}\sinh s=0.754\,\Delta_0,\qquad
v_Fq=2s\,h_{FF}=1.810\,\Delta_0 .
\tag{4}
$$

For $q\to0$, $F\to0$ and the uniform instability at $\Delta_0/2$ returns. The best $s$ exceeds one, so the effective field vanishes on a cone of directions, $x=-1/s=-0.83$.

In the window $0.707\,\Delta_0<h<0.754\,\Delta_0$ the normal state beats every uniform gap, and a small finite-$q$ wave beats the normal state. Finite-momentum pairing wins there in this sense. The quadratic coefficient cannot say whether the wave that finally forms is the single plane wave of Fulde and Ferrell or a standing wave. Nor does it exclude a discontinuous transition into some modulated state above $h_{FF}$, which is the limit of stability of the normal state.

**Finite temperature.** In (3), $1-f(\xi-H)-f(\xi+H)=\tfrac12\left[\tanh\frac{\xi+H}{2T}+\tanh\frac{\xi-H}{2T}\right]$. With $\omega_n=(2n+1)\pi T$, the expansion $\tanh(y/2T)=4T\sum_{n\ge0}\mathrm{Re}\,(y+i\omega_n)^{-1}$ turns this into

$$
2T\sum_{n\ge0}\mathrm{Re}\left[\frac1{\xi+H+i\omega_n}+\frac1{\xi-H-i\omega_n}\right]
=4T\sum_{n\ge0}\mathrm{Re}\,\frac{\xi}{\xi^2+(\omega_n+iH)^2}.
\tag{5}
$$

The second fraction was replaced by its complex conjugate, which leaves the real part unchanged; so does the conjugation that gives $+iH$ at the end. Dividing by $\xi$ and using $\int_0^\infty d\xi/(\xi^2+w^2)=\pi/(2w)$ for $\mathrm{Re}\,w>0$ gives $2\pi T\sum_n\mathrm{Re}\,(\omega_n+iH)^{-1}$. The sum diverges logarithmically, which is the cutoff dependence, but its difference from the value at $H=0$ converges:

$$
\sum_{n\ge0}\left[\frac1{n+\frac12}-\mathrm{Re}\,\frac1{n+\frac12+iH/2\pi T}\right]
=\mathrm{Re}\,\psi\!\left(\tfrac12+\tfrac{iH}{2\pi T}\right)-\psi\!\left(\tfrac12\right),
$$

by the series of the digamma function $\psi$. At $H=0$ the coefficient (3) vanishes at $T_c$, so $1/(gN_0)=\int_0^\Lambda d\xi\tanh(\xi/2T_c)/\xi$. Subtracting the same integral at $T$ leaves $\int_{\Lambda/2T}^{\Lambda/2T_c}dy\,\tanh y/y=\ln(T/T_c)$. Altogether

$$
A(q)=\ln\frac T{T_c}+\left\langle\mathrm{Re}\,\psi\!\left(\tfrac12+\tfrac{i(h+bx)}{2\pi T}\right)\right\rangle-\psi\!\left(\tfrac12\right).
\tag{6}
$$

As $T\to0$, $\mathrm{Re}\,\psi\to\ln(|H|/2\pi T)$. Agreement with the zero-temperature result requires $e^{-\psi(1/2)}/(2\pi T_c)=2/\Delta_0$. With $\psi(\tfrac12)=-\gamma-2\ln2$ this is $T_c=e^\gamma\Delta_0/\pi=0.567\,\Delta_0$.

**The tricritical point.** Define

$$
a=A(0),\qquad S_k=2\pi T\sum_{n\ge0}\mathrm{Re}\,\frac1{(\omega_n+ih)^k}.
$$

The $H$-dependence of the averaged quantity in (6) is that of $-2\pi T\sum_n\mathrm{Re}\,(\omega_n+iH)^{-1}$. Its second and fourth derivatives at $H=h$ are $2S_3$ and $-24S_5$. With $\langle x^2\rangle=\tfrac13$ and $\langle x^4\rangle=\tfrac15$, Taylor expansion gives

$$
A(q)=a+\frac{S_3}{3}b^2-\frac{S_5}{5}b^4+\dots
\tag{7}
$$

For a uniform gap, identity (5) applies to (1) with $\xi$ replaced by $E$, and the integral over $\xi$ now yields

$$
\frac1{N_0}\frac{\partial\Omega}{\partial\Delta^2}=a+2\pi T\sum_{n\ge0}\mathrm{Re}\left[\frac1{w_n}-\frac1{\sqrt{w_n^2+\Delta^2}}\right],\qquad w_n=\omega_n+ih .
$$

Expanding $(w^2+\Delta^2)^{-1/2}=w^{-1}-\tfrac12\Delta^2w^{-3}+\tfrac38\Delta^4w^{-5}-\dots$ and integrating over $\Delta^2$,

$$
\frac{\Omega-\Omega_N}{N_0}=a\Delta^2+\frac{S_3}{4}\Delta^4-\frac{S_5}{8}\Delta^6+\dots
\tag{8}
$$

The same $S_3$ controls the stiffness against modulation and the quartic term. When it changes sign, the uniform transition stops being continuous and the preferred momentum stops being zero, at one and the same point. This coincidence belongs to the present weak-coupling, clean model.

The sign of $S_3$ depends on $z=h/2\pi T$ alone. At $z=0$ it is positive. Its derivative with respect to $z$ is proportional to $-\sum_n|n+\tfrac12+iz|^{-4}\sin4\theta_n$, with $\tan\theta_n=z/(n+\tfrac12)$. This is negative for $0<z<\tfrac12$, where all $\theta_n<\pi/4$, so $S_3$ has at most one zero in that interval. In terms of $\psi''$ the condition is

$$
\mathrm{Re}\,\psi''\!\left(\tfrac12+iz^*\right)=0,\qquad z^*=0.30409 .
$$

Along the uniform instability line $a=0$, equation (6) at $q=0$ then fixes the temperature:

$$
\frac{T^*}{T_c}=\exp\left[\psi\!\left(\tfrac12\right)-\mathrm{Re}\,\psi\!\left(\tfrac12+iz^*\right)\right]=0.561,\qquad
h^*=2\pi T^*z^*=0.608\,\Delta_0 .
\tag{9}
$$

On this line $z$ grows as $T$ falls, because $\mathrm{Re}\,\psi(\tfrac12+iz)$ increases with $z$. Hence $S_3<0$ just below $T^*$, while $S_5=-0.830\,\Delta_0^{-4}$ at the point itself makes the last terms of (7) and (8) positive.

A negative $S_3$ favours both a first-order uniform transition and a finite $q$, so the two must be compared. Minimizing (7) over $b^2$ gives $b^2=5|S_3|/(6|S_5|)$. Minimizing (8) divided by $\Delta^2$ gives $\Delta^2=|S_3|/|S_5|$. The minima reach zero at

$$
a_{FF}=\frac{(S_3/3)^2}{4|S_5|/5}=\frac{5S_3^2}{36|S_5|},\qquad
a_1=\frac{(S_3/4)^2}{4|S_5|/8}=\frac{S_3^2}{8|S_5|},\qquad
\frac{a_{FF}}{a_1}=\frac{10}{9}.
$$

At fixed temperature $a$ rises with $h$. Therefore, as the field is lowered, the finite-$q$ instability comes before the uniform first-order transition. As at zero temperature, this comparison does not exclude a discontinuous transition into a modulated state at a still higher field. The ratio is a leading-order statement near $T^*$; full free energies at $0.99\,T^*$ give $1.112$.

Farther below $T^*$ the expansion no longer suffices, and the lines were computed from the full potential and from (6). With fields in units of $\Delta_0$:

| $T/T_c$ | $h_1$ | $h_{FF}$ | $v_Fq/\Delta_0$ |
|---|---|---|---|
| 0.10 | 0.700 | 0.738 | 1.84 |
| 0.30 | 0.660 | 0.671 | 1.63 |
| 0.50 | 0.6193 | 0.6199 | 0.88 |

The finite-$q$ field is the higher one at every computed temperature below $T^*$, but the window closes rapidly on warming. The momentum is slightly larger at $0.1\,T_c$ than its zero-temperature value of $1.81$, so it does not vary monotonically.

For a sense of scale, take a model superconductor with $\Delta_0=1$ meV, $v_F=10^6$ m/s and electron $g$-factor 2, so that $h=\mu_BB$. Then $T_c=6.58$ K and $T^*=0.561\times6.58=3.69$ K. At zero temperature the uniform first-order field is $B_1=\Delta_0/(\sqrt2\mu_B)=12.22$ T, and the finite-$q$ instability is at $12.216\times0.7544/0.7071=13.03$ T, a window of about $0.8$ T. At $0.5\,T_c$ the window has shrunk to $12.22\times(0.61987-0.61933)/0.7071\approx0.009$ T. The pair wave at zero temperature has the length $2\pi/q=2\pi\hbar v_F/(1.810\,\Delta_0)=2.28$ μm. The treatment leaves out impurity scattering, so these numbers assume a mean free path long compared with this length. They also assume a field that acts on the spins only. A real magnetic field in a bulk metal with these parameters would end pairing through the orbital motion long before: the clean-limit orbital critical field $\exp(2+\gamma)\,\Delta_0^2/(2|e|\hbar v_F^2)$ is only about $0.01$ T, a thousand times below $B_1$, and no pair momentum along the field appears. With orbital coupling included, such a momentum requires a far smaller velocity, below roughly $2.5\times10^4$ m/s at this gap. The tesla values above therefore only convert the spin-field scale into familiar units; they are not the critical fields of such a metal.

The result also depends on weak coupling. The numerical check repeats both zero-temperature calculations for a full parabolic band with $\Delta_0/\mu=0.01$ and finds $0.7071$ and $0.7544$ again, to within about one part in $10^4$. Towards the BCS-BEC crossover $\Delta_0/\mu$ is no longer small, and the linearized energies and constant density of states fail. The two fields respond differently. In the same mean-field theory with a parabolic band, $h_1/\Delta_0$ hardly moves (about $0.70$ at $\Delta_0/\mu=0.6$), while $h_{FF}/\Delta_0$ drops to $0.72$ at $\Delta_0/\mu=0.3$ and to $0.67$ at $0.6$, below $h_1$, so the window found here has closed.

## Table of computed values

```
Zero temperature, energies in Delta0
Uniform first-order field h1 = 0.70711
  same, 3D parabolic band = 0.70709
Barrier at gap = 0.6436
Barrier height = 0.0858 N0 Delta0^2
Root of s = coth(s): s = 1.19968
Finite-q instability field hFF = 0.75444
  same, 3D parabolic band = 0.75436
vF q at the instability = 1.8102
  same, 3D parabolic band = 1.8099
Parabolic band: Delta0/mu = 0.010
Tricritical point
Tc/Delta0 = 0.56693
h*/(2 pi T*) = 0.30409
T*/Tc = 0.56149
T*/Delta0 = 0.31833
h*/Delta0 = 0.60822
S5 at the point = -0.8304 Delta0^-4
Measured power of gap = 5.9958
Measured power of q = 3.9952
Threshold ratio at 0.99 T* = 1.1120
10/9 = 1.1111
Fields in Delta0: h2 uniform instability, h1 uniform first order
T/Tc    h2      h1      hFF     vF q/Delta0
0.10  0.51144 0.69971 0.73789 1.8356
0.20  0.54755 0.68141 0.70441 1.7818
0.30  0.58548 0.65986 0.67123 1.6272
0.40  0.60937 0.63879 0.64281 1.3579
0.50  0.61492 0.61933 0.61987 0.8835
0.55  0.61009 0.61025 0.61027 0.3914
Model example, g-factor 2
Delta0 = 1.0 meV
vF = 1.0e+06 m/s
Tc = 6.579 K
T* = 3.694 K
Uniform first-order field = 12.216 T
Finite-q instability field = 13.034 T
Pair-wave length 2 pi/q = 2.285 micrometre
```
